# Minimum Distance for an Electron to Reach the Impact-Ionization Threshold

## Definitions and conventions

In impact ionization, an energetic conduction electron lifts a valence electron across the band gap and leaves a hole behind. The process needs a minimum electron energy, the threshold $E_{th}$. The question is how far an electron must travel in a strong field to acquire it.

Let $q>0$ be the elementary charge and $F>0$ the magnitude of a uniform, static field. The $z$ axis points along the force on the electron, which is opposite to the field vector, so the force is $+qF$ and the potential energy is $-qFz$. The band energy $E$ is counted from the conduction-band minimum. The electron starts at $z=0$ with $E=0$, which is what "at rest" means here. "Distance" means displacement along $z$; the path may be longer.

The numbers are $E_{th}=5$ eV and $F=3$ MV/cm, the regime of a gallium nitride power device near breakdown. Until phonons are introduced, the electron exchanges no energy with the lattice or with other carriers.

## The estimate on the back of an envelope

A field does work $qFz$ over a displacement $z$. If all of it stays with the electron, the threshold is reached at

$$d=\frac{E_{th}}{qF}.$$

Since 1 cm is $10^7$ nm, 3 MV/cm is $3\times10^6/10^7=0.30$ V/nm. An energy of 5 eV corresponds to a potential difference of 5 V, so

$$d=\frac{5\ \text{V}}{0.30\ \text{V/nm}}=16.7\ \text{nm}\approx 17\ \text{nm}.$$

The distance varies as $1/F$: with the threshold held fixed, it is 25 nm at 2 MV/cm and 12.5 nm at 4 MV/cm.

## Why the threshold exceeds the gap

Creating a pair costs the gap energy $E_g$, but momentum must be conserved too. Take parabolic bands with equal electron and hole masses $m$. An electron of wavevector $\mathbf k_0$ becomes two electrons and a hole, with wavevectors $\mathbf k_1,\mathbf k_2,\mathbf k_3$ that add up to $\mathbf k_0$. Energy conservation reads

$$\frac{\hbar^2k_0^2}{2m}=E_g+\frac{\hbar^2}{2m}\left(k_1^2+k_2^2+k_3^2\right).$$

Expanding the squares and using $\sum_i\mathbf k_i=\mathbf k_0$ gives

$$\sum_i\left|\mathbf k_i-\tfrac13\mathbf k_0\right|^2=\sum_i k_i^2-\tfrac23k_0^2+\tfrac13k_0^2=\sum_i k_i^2-\tfrac13k_0^2 .$$

The left side cannot be negative, so $\sum_i k_i^2\ge k_0^2/3$. With $E=\hbar^2k_0^2/2m$, energy conservation then requires $E\ge E_g+E/3$, or

$$E\ge\tfrac32E_g .$$

For a gap of 3.4 eV this is 5.1 eV, close to the round value used here. Real bands have unequal masses and are not parabolic at such energies. With a hole five times heavier than the electron, minimizing the final kinetic energy in parabolic bands gives $E\ge\tfrac76E_g$, or 4.0 eV, and $d$ would be 13 nm. The 5 eV is therefore an assumed threshold of reasonable size, not a derived one.

## The controlled derivation

The envelope argument treats the electron as a free particle. In a crystal its velocity follows from the band energy $E(\mathbf k)$, and the semiclassical equations of motion are

$$\hbar\frac{d\mathbf k}{dt}=qF\,\hat{\mathbf z},\qquad \mathbf v=\frac1\hbar\nabla_{\mathbf k}E .$$

By the chain rule,

$$\frac{dE}{dt}=\nabla_{\mathbf k}E\cdot\frac{d\mathbf k}{dt}=(\hbar\mathbf v)\cdot\frac{qF\hat{\mathbf z}}{\hbar}=qFv_z=qF\frac{dz}{dt}.$$

Integrating from $E=0$, $z=0$ gives $E=qFz$, and setting $E=E_{th}$ returns $d=E_{th}/(qF)$. Neither the mass nor the shape of the band has entered.

The flight time does depend on the band. For a parabolic band, $\hbar k=qFt$ gives $E=(qFt)^2/2m$, hence $t=\sqrt{2mE_{th}}/(qF)$. With $m=0.2\,m_0$, where $m_0$ is the free-electron mass, this is 11.2 fs. Numerical integration of the motion in a nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.2\ \text{eV}^{-1}$, gives 15.9 fs. A cosine band 6 eV wide with a period of 0.5 nm gives 10.1 fs. The displacement is 16.67 nm in all three. The nonparabolic formula is a model without a zone edge: at 5 eV its wavevector is 7.2 nm$^{-1}$, while a crystal with a period of 0.5 nm has its zone edge at $\pi/(0.5\ \text{nm})=6.3$ nm$^{-1}$. The 15.9 fs therefore illustrates the effect of band shape and is no prediction for gallium nitride.

**A longer path.** Suppose the masses are $0.2\,m_0$ and $1.0\,m_0$ along two axes at 45° to the force. In units of $1/m_0$, the inverse-mass component along the force is $(5+1)/2=3$, and the one coupling the force to sideways motion has magnitude $(5-1)/2=2$. The sideways speed is therefore $2/3$ of $v_z$, and the path is longer than the displacement by $\sqrt{1+4/9}=1.20$. Integration gives a path of 20.0 nm and again a displacement of 16.67 nm.

**A band that is too narrow.** The derivation needs states up to $E_{th}$ along the line of wavevectors that the electron follows. If the band energy on this line never exceeds $W<E_{th}$, then $z=E/(qF)$ cannot exceed $W/(qF)$. In a one-dimensional cosine band with $W=4$ eV, the electron turns back at 13.3 nm and never reaches 5 eV. In a three-dimensional band, $W$ can be much smaller than the full band width, because the line may miss the top of the band. To reach threshold, the electron must then pass to a higher band or be scattered to wavevectors from which higher energies are accessible.

## What phonons do to the distance

Between collisions the energy rises by $qF\Delta z$. In a collision, taken as local, the position stays the same while the energy falls by $\hbar\omega$ if a phonon is emitted and rises by $\hbar\omega$ if one is absorbed. With $N_e$ emissions and $N_a$ absorptions before threshold, the sum of all changes is $E_{th}=qFz-(N_e-N_a)\hbar\omega$, so

$$z=d+(N_e-N_a)\frac{\hbar\omega}{qF}.$$

This holds when the threshold is crossed in flight. If an absorption carries the electron past it, $z$ is larger by less than $\hbar\omega/(qF)$, a rare case that the table below neglects. Either way, $d$ is a lower bound unless the electron absorbs more phonons than it emits. For $\hbar\omega=92$ meV, each net phonon shifts the distance by $0.092/0.30=0.31$ nm.

How many electrons arrive without a collision? Let $\lambda$ be the mean free path, taken as independent of energy. The chance of no collision over a straight flight $d$ is then about $e^{-d/\lambda}$. A small correction arises because an electron with $E<\hbar\omega$ cannot emit. Over the first $\hbar\omega/(qF)$ of its flight only absorption acts, which has the share $p=n/(2n+1)$ of all collisions if absorption and emission rates are taken in the fixed ratio $n:(n+1)$. This is a simplification: at energies near $\hbar\omega$, real rates also depend on the final states available. Here $n=1/(e^{\hbar\omega/k_BT}-1)$ is the phonon occupation, 0.029 at 300 K. The collision-free fraction becomes

$$P_0=\exp\left[-\frac{1}{\lambda}\left(d-(1-p)\frac{\hbar\omega}{qF}\right)\right].$$

The other electrons were followed by a Monte Carlo calculation: a parabolic band, constant $\lambda$, isotropic scattering, 300 K, and 8000 electrons per case.

| Quantity | $\lambda=5$ nm | $\lambda=3$ nm |
|---|---|---|
| $P_0$, formula | 0.038 | 0.0043 |
| $P_0$, simulated | 0.041 | 0.0039 |
| Mean net phonons emitted | 11.8 | 39.6 |
| Mean distance to threshold | 20.3 nm | 28.8 nm |
| Shortest distance in this sample | 16.36 nm | 16.05 nm |

The statistical standard error of a simulated fraction is $\sqrt{P_0(1-P_0)/8000}$, about 0.002 and 0.0007 in the two cases, so formula and simulation agree within sampling noise. The mean phonon numbers carry a sampling error of about 0.1 and 0.4, and the finite time step of the simulation slightly undercounts collisions. With flights integrated exactly between collisions, the means become 12.2 and 40.3 phonons and 20.4 and 29.0 nm. The mean distances follow from the energy balance: for $\lambda=5$ nm, $(5+11.8\times0.092)/0.30=20.3$ nm. The shortest distances lie below $d$ by one and two phonon steps, so those electrons had a net absorption of one and two phonons.

Most electrons in this model therefore reach threshold after scattering, and not by a collision-free flight. The fraction $P_0$ counts the direct arrivals and is not the probability of ever reaching 5 eV.

## Threshold is not yet ionization

At threshold, ionization becomes possible but not immediate. A simple model for the rate above threshold is $w=P\,[(E-E_{th})/E_{th}]^2$, with a prefactor $P$. Let $x$ be the further displacement of an electron that continues without scattering at constant speed $v$ along the force. Then $E-E_{th}=qFx$, and since $E_{th}=qFd$, the rate is $w=P(x/d)^2$. The probability $S$ that it has not yet ionized obeys

$$\frac{dS}{dx}=-\frac{w}{v}S\quad\Rightarrow\quad S=\exp\left(-\frac{Px^3}{3vd^2}\right)=e^{-(x/L)^3},\qquad L=\left(\frac{3vd^2}{P}\right)^{1/3}.$$

The mean extra distance is $\int_0^\infty x(-dS/dx)\,dx=\int_0^\infty S\,dx$, after integration by parts. Substituting $s=(x/L)^3$, so that $dx=\tfrac{L}{3}s^{-2/3}ds$, gives

$$\langle x\rangle=\frac L3\int_0^\infty s^{-2/3}e^{-s}ds=\frac L3\,\Gamma\!\left(\tfrac13\right)=L\,\Gamma\!\left(\tfrac43\right).$$

For the rough inputs $P=10^{15}\ \text{s}^{-1}$ and $v=5\times10^7$ cm/s, $\langle x\rangle=6.7$ nm. An unscattered electron would then ionize after $16.7+6.7\approx23$ nm on average. This speed is lower than in the example bands above, where an electron at 5 eV moves at 1.4 to $3.0\times10^8$ cm/s. With constant speeds in this range, the formula gives 9 to 12 nm. Because $\langle x\rangle\propto P^{-1/3}$ at constant speed, a prefactor ten times smaller would roughly double the extra distance. The formula also assumes band states well above threshold, since 6.7 nm of further flight adds 2 eV. It does not apply to the 6 eV cosine band, where the electron turns back 3.3 nm beyond the threshold point.

## Smaller corrections

**Thermal start.** An initial energy $E_0$ shortens the distance by $E_0/(qF)$. The mean $\tfrac32k_BT$ of a nondegenerate electron gas in a parabolic band is 39 meV at 300 K and 58 meV at 450 K, which gives 0.13 and 0.19 nm.

**Field slope.** In a depletion layer with dopant density $N$ and permittivity $\varepsilon$, the field changes at the rate $s=qN/\varepsilon$. If it falls along the flight, the distance $d'$ satisfies $Fd'-\tfrac12sd'^2=E_{th}/q=Fd$, so $d'-d\approx sd^2/(2F)$ to first order in $s$. For $N=10^{16}\ \text{cm}^{-3}$ and relative permittivity 9 this is 0.009 nm.

**Quantum spread.** An electron confined to a length $\ell$ has kinetic energy of order $\hbar^2/(2m\ell^2)$. Equating this to $qF\ell$ gives $\ell=(\hbar^2/2mqF)^{1/3}=0.86$ nm for $m=0.2\,m_0$. A start at rest at a sharp point has no meaning below this scale, about 5% of $d$, so the result should be quoted as 17 nm and no finer.

**Tunnelling.** The field could also create pairs directly. Measure energy $\epsilon$ from midgap and take symmetric bands, $\epsilon^2=(E_g/2)^2+E_g\hbar^2k^2/2m$. Inside the gap $k=i\kappa$, with $\kappa=\sqrt{2m/(\hbar^2E_g)}\,\sqrt{(E_g/2)^2-\epsilon^2}$. Along the tunnelling path $d\epsilon=qF\,dx$, and the integral of the second root over the gap is the area of a half disc of radius $E_g/2$, namely $\pi E_g^2/8$. The semiclassical exponent is

$$2\int\kappa\,dx=\frac{2}{qF}\sqrt{\frac{2m}{\hbar^2E_g}}\;\frac{\pi E_g^2}{8}=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qF}=37.6 .$$

The tunnelling length $E_g/(qF)=11.3$ nm is shorter than $d$, yet in this symmetric-band model the probability per attempt is only about $5\times10^{-17}$. A heavier hole would make it smaller still and a lighter one larger: a hole mass of $0.15\,m_0$ gives about $8\times10^{-16}$. This estimate leaves out tunnelling through defect states.

## Comparison with a real device

The gap, mass, phonon energy, permittivity and field used here are rough typical values for gallium nitride. The mean free paths, the speed near threshold and the prefactor $P$ are much less certain and serve as model inputs. In a real device electrons scatter on the way: in the model, phonons move the mean distance to threshold from 17 nm to 20 nm for a mean free path of 5 nm, and to 29 nm for one of 3 nm. The distance grows steeply as the mean free path shrinks, to about 65 nm for a mean free path of 2 nm. Most of this growth comes from the assumed isotropic scattering, which turns the electron away from the force, lengthens its path and so multiplies the emissions. The 92 meV phonon of gallium nitride is polar and scatters mostly forward. With the polar angular distribution and the same constant mean free paths of 5, 3 and 2 nm, the mean distances are only about 18, 20 and 24 nm. Transfer to higher conduction valleys is left out as well, so these values are no prediction for a real device. Near a gate edge the field can also vary strongly over tens of nanometres. A collision-free flight to threshold then requires an electrostatic potential 5 V higher at the end of the electron's route than at its start. If $d$ now denotes the length of that route, $F$ in the formula becomes the average of the accelerating field component along it.

For a threshold of 5 eV and a uniform field of 3 MV/cm, 17 nm is thus a lower bound for an electron that starts at rest and gains no net energy from its surroundings. It is not the mean spacing between ionization events, which also depends on scattering and on the ionization rate above threshold. The numerical output below lists the main values used.

## Computed values

```
Ionization threshold: 5.0 eV
Field: 3.0 MV/cm = 0.30 V/nm
Minimum distance: 16.67 nm
Minimum distance at 2 MV/cm: 25.0 nm
Minimum distance at 4 MV/cm: 12.5 nm
Band gap (rough): 3.4 eV
Equal-mass pair threshold: 5.10 eV
Band parabolic: z = 16.67 nm, path = 16.67 nm, time = 11.2 fs
Band nonparabolic: z = 16.67 nm, path = 16.67 nm, time = 15.9 fs
Band cosine, 6 eV wide: z = 16.67 nm, path = 16.67 nm, time = 10.1 fs
Band tilted anisotropic: z = 16.67 nm, path = 20.03 nm, time = 14.5 fs
Isolated band 4 eV wide: turns back at 13.33 nm
Phonon energy (rough): 92 meV
Phonon occupation at 300 K: 0.0293
Distance equivalent of one phonon: 0.31 nm
Monte Carlo electrons per case: 8000
Mean free path 5 nm (rough):
  simple exp(-d/path): 0.0357
  collision-free fraction, formula: 0.0379
  collision-free fraction, simulated: 0.0410
  mean net phonons emitted: 11.8
  mean distance to threshold: 20.3 nm
  shortest distance in sample: 16.36 nm
Mean free path 3 nm (rough):
  simple exp(-d/path): 0.0039
  collision-free fraction, formula: 0.0043
  collision-free fraction, simulated: 0.0039
  mean net phonons emitted: 39.6
  mean distance to threshold: 28.8 nm
  shortest distance in sample: 16.05 nm
Ionization rate prefactor (rough): 1e+15 1/s
Speed near threshold (rough): 5e+07 cm/s
Mean extra distance, soft threshold: 6.7 nm
Thermal start at 300 K: 39 meV, shortens d by 0.13 nm
Thermal start at 450 K: 58 meV, shortens d by 0.19 nm
Doping (rough): 1e+16 cm^-3
Relative permittivity (rough): 9
Field slope lengthens d by 0.0093 nm
Electron mass (rough): 0.2 m0
Quantum length in the field: 0.86 nm
Tunnelling length through the gap: 11.3 nm
Tunnelling exponent: 37.6
Tunnelling probability per attempt: 4.7e-17
```
